**Shape dependence of dipole lattice sums in a polar tetragonal cell**

The program tests $\mathbf E_{\rm shape}=\mathbf E_{\rm Ewald}-4\pi\mathsf N\cdot\mathbf P$ and $\mathsf D_{\rm shape}=\mathsf D_{\rm Ewald}-4\pi\mathsf N/V$ in Hartree atomic units. Here $\mathbf E$ is the field at a site, $\mathsf D$ the dipole–dipole lattice tensor without the self term, $V$ the cell volume, $\mathbf P$ the dipole of the repeated cell per volume, and $\mathsf N$ the depolarization tensor of the summed body. Ewald sums without the $\mathbf G=0$ term are compared with direct sums over spheres, prolate and oblate spheroids, and complete layers. The program asserts that the Ewald result does not depend on the splitting parameter, that its tensor has trace $4\pi/V$, and that the direct spherical and spheroidal tensors are traceless. It also asserts the predicted shifts of tensors and site fields, the mean fields along a line for the Ewald and slab sums, and the potential changes per period for the sphere and spheroids. In the output, the field at site A is 0.0506, 0.0680 and 0.1030 atomic units for Ewald, spherical and slab summation. The three fields coincide when the cell dipole is zero. Moving one ion by a lattice vector leaves the Ewald field unchanged but alters the spherical and slab fields.

## Program and output

```python
"""Shape dependence of dipole lattice sums in a polar tetragonal crystal.

Result under test (Hartree atomic units, Gaussian form):
    E_shape = E_Ewald - 4 pi N.P,    D_shape = D_Ewald - 4 pi N / V
E: field at a site; D: dipole-dipole lattice tensor without the self term;
V: cell volume; P: dipole of the repeated cell divided by V;
N: depolarization tensor of the summation body, with trace 1.
Ewald sums omit G = 0. Direct sums use whole cells and no Ewald splitting.
A soft boundary is an average over bodies of one shape and varying size.
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erfc

a, c = 6.0, 8.0
volume = a * a * c
charges = np.array([0.5, -0.5])
dipoles = np.array([0.2, 0.1])
heights = np.array([0.0, 3.0])
unit = np.eye(3)
hartree_ev = physical_constants["Hartree energy in eV"][0]


def integer_grid(nx, nz):
    x = np.arange(-nx, nx + 1)
    z = np.arange(-nz, nz + 1)
    return np.array(np.meshgrid(x, x, z, indexing="ij")).reshape(3, -1).T


def ewald(separation, eta=0.35):
    """Field of unit charges and dipole tensor, with zero mean field."""
    x = np.asarray(separation) - integer_grid(5, 5) * np.array([a, a, c])
    r = np.linalg.norm(x, axis=1)
    x, r = x[r > 1e-9], r[r > 1e-9]
    gauss = 2 * eta / np.sqrt(np.pi) * np.exp(-(eta * r) ** 2)
    first = erfc(eta * r) / r**3 + gauss / r**2
    second = (3 * erfc(eta * r) / r**5
              + gauss * (2 * eta**2 / r**2 + 3 / r**4))
    field = first @ x
    tensor = (x * second[:, None]).T @ x - unit * first.sum()
    g = integer_grid(8, 9) * (2 * np.pi / np.array([a, a, c]))
    g2 = np.sum(g * g, axis=1)
    g, g2 = g[g2 > 1e-9], g2[g2 > 1e-9]
    weight = 4 * np.pi / volume * np.exp(-g2 / (4 * eta**2)) / g2
    phase = g @ np.asarray(separation)
    field = field + (weight * np.sin(phase)) @ g
    tensor = tensor - (g * (weight * np.cos(phase))[:, None]).T @ g
    if np.linalg.norm(separation) < 1e-9:
        tensor = tensor + unit * 4 * eta**3 / (3 * np.sqrt(np.pi))
    return field, tensor


@lru_cache(maxsize=None)
def body(kappa, sharp_radius=None):
    """Lattice vectors and weights; kappa = equatorial / polar radius."""
    limit = 190.0 if sharp_radius is None else sharp_radius
    vectors = integer_grid(int(limit / a) + 1,
                           int(limit / kappa / c) + 1) * np.array([a, a, c])
    size = np.sqrt(vectors[:, 0]**2 + vectors[:, 1]**2
                   + (kappa * vectors[:, 2])**2)
    vectors, size = vectors[size <= limit], size[size <= limit]
    if sharp_radius is None:
        return vectors, 0.5 * erfc((size - 100.0) / 20.0)
    return vectors, np.ones(len(size))


def direct(separation, kappa, sharp_radius=None):
    """Potential and field of unit charges, and dipole tensor."""
    vectors, weight = body(kappa, sharp_radius)
    x = np.asarray(separation) - vectors
    r = np.linalg.norm(x, axis=1)
    keep = r > 1e-9
    x, r, weight = x[keep], r[keep], weight[keep]
    tensor = (3 * (x * (weight / r**5)[:, None]).T @ x
              - unit * np.sum(weight / r**3))
    return np.sum(weight / r), (weight / r**3) @ x, tensor


nodes, node_weights = np.polynomial.hermite.hermgauss(16)
disc_radii = 80.0 + 12.0 * nodes
disc_weights = node_weights / np.sqrt(np.pi)
plane = integer_grid(26, 0)[:, :2] * a


def slab_z(separation):
    """z field and zz tensor: each infinite layer is completed first.

    Points outside a large disc are replaced by their plane integral.
    """
    rho2 = np.sum((np.asarray(separation)[:2] - plane)**2, axis=1)
    cut = 0.5 * erfc((np.sqrt(rho2) - 80.0) / 12.0)
    field = tensor = 0.0
    for layer in range(-5, 6):
        z = separation[2] - layer * c
        r = np.sqrt(rho2 + z * z)
        keep = r > 1e-9
        r, w, p2 = r[keep], cut[keep], rho2[keep]
        field += np.sum(w * z / r**3)
        tensor += np.sum(w * (2 * z * z - p2) / r**5)
        edge = np.sqrt(disc_radii**2 + z * z)
        field += 2 * np.pi / a**2 * np.sum(disc_weights * z / edge)
        tensor -= (2 * np.pi / a**2
                   * np.sum(disc_weights * disc_radii**2 / edge**3))
    return field, tensor


def ewald_z(separation):
    field, tensor = ewald(separation)
    return field[2], tensor[2, 2]


def sphere_z(separation):
    _, field, tensor = direct(separation, 1.0)
    return field[2], tensor[2, 2]


def total_field(point, method, positions=heights, moments=dipoles):
    total = 0.0
    for q, p, z in zip(charges, moments, positions):
        field, tensor = method(np.asarray(point) - np.array([0, 0, z]))
        total += q * field + p * tensor
    return total


def depolarization(kappa):
    integral = quad(lambda m: (3 * m*m - 1)
                    * np.log1p((kappa**2 - 1) * m*m), -1, 1)[0]
    nz = 1 / 3 + integral / 4
    return np.diag([(1 - nz) / 2, (1 - nz) / 2, nz])


def agree(x, y, tolerance=2e-7):
    """True if all elements agree within an absolute tolerance."""
    return bool(np.allclose(x, y, rtol=0, atol=tolerance))


# Ewald splitting independence and the trace that direct sums cannot have.
pairs = {"AA": np.zeros(3), "AB": np.array([0.0, 0.0, -3.0])}
ewald_tensor = {}
for name, separation in pairs.items():
    field, tensor = ewald(separation)
    other_field, other_tensor = ewald(separation, 0.45)
    assert agree(field, other_field, 1e-10)
    assert agree(tensor, other_tensor, 1e-10)
    assert agree(np.trace(tensor), 4 * np.pi / volume, 1e-10)
    ewald_tensor[name] = tensor

# Background field and tensor shift for prolate, spherical, oblate bodies.
shapes = {0.5: "prolate", 1.0: "sphere", 2.0: "oblate"}
generic = np.array([1.0, 0.5, 2.5])
direct_tensor = {}
for kappa in shapes:
    n = depolarization(kappa)
    _, field, _ = direct(generic, kappa)
    background = 4 * np.pi / volume * n @ generic
    assert agree(field - background, ewald(generic)[0])
    for name, separation in pairs.items():
        tensor = direct(separation, kappa)[2]
        assert agree(np.trace(tensor), 0.0, 1e-10)
        assert agree(ewald_tensor[name] - tensor, 4 * np.pi * n / volume)
        direct_tensor[name, kappa] = tensor

# Layer sums: shifted normal element, unshifted in-plane element.
slab_tensor = {}
for name, separation in pairs.items():
    zz = slab_z(separation)[1]
    assert agree(ewald_tensor[name][2, 2] - zz, 4 * np.pi / volume)
    assert agree(ewald_tensor[name][0, 0], -zz / 2)
    slab_tensor[name] = zz
assert agree(depolarization(1e-4)[2, 2], 0.0, 1e-5)
assert agree(depolarization(1e4)[2, 2], 1.0, 1e-3)

# Fields at both sites in the polar cell.
cell_dipole = charges @ heights + dipoles.sum()
polarization = cell_dipole / volume
methods = {"Ewald": (ewald_z, 0.0), "sphere": (sphere_z, 1 / 3),
           "slab": (slab_z, 1.0)}
site_fields = {}
for name, (method, nz) in methods.items():
    site_fields[name] = np.array([total_field([0, 0, z], method)
                                  for z in heights])
    if name != "Ewald":
        assert agree(site_fields[name],
                     site_fields["Ewald"] - 4 * np.pi * nz * polarization)

# Mean field on a line through one period, away from the ions.
line = [[a / 2, a / 2, z] for z in np.arange(16) * c / 16]
mean_ewald = np.mean([total_field(point, ewald_z) for point in line])
mean_slab = np.mean([total_field(point, slab_z) for point in line])
assert agree(mean_ewald, 0.0, 1e-9)
assert agree(mean_slab, -4 * np.pi * polarization)


def potential(point, kappa):
    total = 0.0
    for q, p, z in zip(charges, dipoles, heights):
        phi, field, _ = direct(np.asarray(point) - [0, 0, z], kappa)
        total += q * phi + p * field[2]
    return total


# Potential change over one period, from the potential itself.
drops = {}
for kappa, name in shapes.items():
    drops[name] = (potential([a / 2, a / 2, c / 2], kappa)
                   - potential([a / 2, a / 2, -c / 2], kappa))
    expected = 4 * np.pi * depolarization(kappa)[2, 2] * polarization * c
    assert agree(drops[name], expected, 2e-6)
drops["slab"] = -mean_slab * c

# A cell without net dipole has one field for all three summations.
balanced = np.array([0.75, 0.75])
balanced_fields = [total_field([0, 0, 0], method, moments=balanced)
                   for method, _ in methods.values()]
assert agree(balanced_fields[1:], balanced_fields[0])

# Repeating another cell of the same infinite crystal: B moved by -c.
moved = heights - np.array([0.0, c])
moved_dipole = charges @ moved + dipoles.sum()
moved_fields = {}
for name, (method, nz) in methods.items():
    moved_fields[name] = total_field([0, 0, 0], method, positions=moved)
    expected = (site_fields["Ewald"][0]
                - 4 * np.pi * nz * moved_dipole / volume)
    assert agree(moved_fields[name], expected)

# Sharp spheres approach the same limit, with boundary fluctuations.
sharp = {radius: direct(np.zeros(3), 1.0, radius)[2][2, 2]
         for radius in (60.0, 120.0, 240.0)}
assert agree(sharp[240.0], direct_tensor["AA", 1.0][2, 2],
             0.02 * 4 * np.pi / (3 * volume))

print(f"cell a, c = {a:.1f}, {c:.1f} bohr; volume = {volume:.1f} bohr^3")
print(f"heights A, B = {heights[0]:.1f}, {heights[1]:.1f} bohr")
print(f"charges A, B = {charges[0]:+.2f}, {charges[1]:+.2f} e")
print(f"dipoles A, B = {dipoles[0]:.2f}, {dipoles[1]:.2f} e bohr")
print(f"cell dipole = {cell_dipole:.4f} e bohr")
print(f"polarization = {polarization:.7f} e/bohr^2")
print(f"4 pi/V = {4*np.pi/volume:.7f} bohr^-3")
for kappa, name in shapes.items():
    print(f"{name}: radius ratio = {kappa:.1f}, "
          f"N_z = {depolarization(kappa)[2, 2]:.6f}")
for name in pairs:
    tensor = ewald_tensor[name]
    print(f"D_{name} Ewald xx, zz = {tensor[0, 0]:.7f}, "
          f"{tensor[2, 2]:.7f} bohr^-3")
    for kappa, shape in shapes.items():
        tensor = direct_tensor[name, kappa]
        print(f"D_{name} {shape} xx, zz = {tensor[0, 0]:.7f}, "
              f"{tensor[2, 2]:.7f} bohr^-3")
    print(f"D_{name} slab xx, zz = {-slab_tensor[name]/2:.7f}, "
          f"{slab_tensor[name]:.7f} bohr^-3")
for radius, value in sharp.items():
    print(f"sharp sphere {radius:.0f} bohr: D_AA zz = {value:.7f} bohr^-3")
for name, values in site_fields.items():
    print(f"{name} field at A, B = {values[0]:.7f}, {values[1]:.7f} a.u.")
print(f"line mean field, Ewald = {abs(mean_ewald):.7f} a.u. (magnitude)")
print(f"line mean field, slab = {mean_slab:.7f} a.u.")
for name, value in drops.items():
    print(f"{name} potential change per c = {value:.6f} hartree/e"
          f" = {value*hartree_ev:.4f} V")
print(f"balanced cell: each dipole = {balanced[0]:.2f} e bohr")
for name, value in zip(methods, balanced_fields):
    print(f"balanced cell, {name} field at A = {value:.7f} a.u.")
print(f"B moved to {moved[1]:.1f} bohr: cell dipole = "
      f"{moved_dipole:.4f} e bohr")
for name, value in moved_fields.items():
    print(f"B moved, {name} field at A = {value:.7f} a.u.")
print("checks complete")
```

It prints:

```
cell a, c = 6.0, 8.0 bohr; volume = 288.0 bohr^3
heights A, B = 0.0, 3.0 bohr
charges A, B = +0.50, -0.50 e
dipoles A, B = 0.20, 0.10 e bohr
cell dipole = -1.2000 e bohr
polarization = -0.0041667 e/bohr^2
4 pi/V = 0.0436332 bohr^-3
prolate: radius ratio = 0.5, N_z = 0.173564
sphere: radius ratio = 1.0, N_z = 0.333333
oblate: radius ratio = 2.0, N_z = 0.527200
D_AA Ewald xx, zz = 0.0207355, 0.0021622 bohr^-3
D_AA prolate xx, zz = 0.0027055, -0.0054109 bohr^-3
D_AA sphere xx, zz = 0.0061911, -0.0123822 bohr^-3
D_AA oblate xx, zz = 0.0104206, -0.0208412 bohr^-3
D_AA slab xx, zz = 0.0207355, -0.0414710 bohr^-3
D_AB Ewald xx, zz = -0.0273892, 0.0984117 bohr^-3
D_AB prolate xx, zz = -0.0454193, 0.0908385 bohr^-3
D_AB sphere xx, zz = -0.0419336, 0.0838673 bohr^-3
D_AB oblate xx, zz = -0.0377041, 0.0754082 bohr^-3
D_AB slab xx, zz = -0.0273892, 0.0547784 bohr^-3
sharp sphere 60 bohr: D_AA zz = -0.0123329 bohr^-3
sharp sphere 120 bohr: D_AA zz = -0.0124161 bohr^-3
sharp sphere 240 bohr: D_AA zz = -0.0123822 bohr^-3
Ewald field at A, B = 0.0505936, 0.0602185 a.u.
sphere field at A, B = 0.0680469, 0.0776718 a.u.
slab field at A, B = 0.1029535, 0.1125784 a.u.
line mean field, Ewald = 0.0000000 a.u. (magnitude)
line mean field, slab = 0.0523599 a.u.
prolate potential change per c = -0.072702 hartree/e = -1.9783 V
sphere potential change per c = -0.139626 hartree/e = -3.7994 V
oblate potential change per c = -0.220833 hartree/e = -6.0092 V
slab potential change per c = -0.418879 hartree/e = -11.3983 V
balanced cell: each dipole = 0.75 e bohr
balanced cell, Ewald field at A = 0.1157504 a.u.
balanced cell, sphere field at A = 0.1157504 a.u.
balanced cell, slab field at A = 0.1157504 a.u.
B moved to -5.0 bohr: cell dipole = 2.8000 e bohr
B moved, Ewald field at A = 0.0505936 a.u.
B moved, sphere field at A = 0.0098692 a.u.
B moved, slab field at A = -0.0715795 a.u.
checks complete
```
